# Why the dipole of a unit cell is not the bulk polarisation

A ferroelectric crystal lies between two short-circuited electrodes. When its ions move from one polar arrangement to the opposite one, charge flows through the external wire, and this charge per electrode area is the change of polarisation. It seems natural to predict it from the crystal structure: take a unit cell, compute its dipole moment, divide by the volume, and subtract the two results. A chain of ions shows where this goes wrong.

## The counter-example

Let cations of charge \(+Ze\) sit at \(na+u\) and anions of charge \(-Ze\) at \(na+a/2\), with \(n\) an integer. Each chain occupies a cross-section \(A\). I write the dipole per length of one chain as \(p\), in units of \(e\), so the dipole per volume is \(P=pe/A\). The period and the area are held fixed, and the macroscopic field is zero. The example has \(Z=2\), \(a=0.4\) nm, \(A=0.16\) nm² and \(u=\pm0.01\) nm, so that

\[
\frac{e}{A}=\frac{1.6022\times10^{-19}\ \text{C}}{0.16\times10^{-14}\ \text{cm}^2}=100.14\ \mu\text{C/cm}^2 .
\]

A cell must hold one cation and one anion. If the cation at \(u\) is grouped with the anion at \(a/2+ma\), then

\[
p_m=\frac{Z}{a}\left(u-\frac a2-ma\right)=\frac{Zu}{a}-\frac Z2-mZ .
\]

All these groupings rebuild the same crystal when repeated. A cell that is one unbroken interval gives \(m=0\) (anion on the right) or \(m=-1\) (anion on the left). For \(u=+0.01\) nm, \(Zu/a=0.05\), so \(p=-0.95\) or \(+1.05\). In µC/cm²:

- \(u=+0.01\) nm: \(-95.13\) (right) or \(+105.14\) (left).
- \(u=-0.01\) nm: \(-105.14\) (right) or \(+95.13\) (left).

One crystal thus has cell dipoles of both signs. With the same grouping at both ends, the change is \(Z\Delta u/a=0.10\), or 10.01 µC/cm², whichever grouping is used. Changing from right to left between the two structures gives \(105.14+105.14\approx210.3\) µC/cm² instead, which is wrong by \(2e/A=200.27\) µC/cm².

At \(u=0\) the chain has inversion symmetry, yet its values are \(\pm100.14\) µC/cm², that is \(p=\pm1\), and no grouping gives zero. Inversion turns \(p\) into \(-p\), so it requires the whole set of values to be symmetric, not that one member vanish. A non-zero cell dipole is therefore no evidence of a polar crystal.

## Smooth charge makes it worse

Real ions are clouds that a cell boundary can cut. Let \(\rho(x)\) be the periodic charge density, in units of \(e\) per length, and let the cell begin at \(x_0\):

\[
D(x_0)=\frac1a\int_{x_0}^{x_0+a}x\,\rho(x)\,dx .
\]

Differentiating both limits and using \(\rho(x_0+a)=\rho(x_0)\),

\[
\frac{dD}{dx_0}=\frac{(x_0+a)\rho(x_0)-x_0\rho(x_0)}{a}=\rho(x_0).
\]

The cell dipole now varies continuously with the cut. Averaging over cuts does not help. Since \(D(x_0)=D(0)+\int_0^{x_0}\rho(s)\,ds\), the average is

\[
D(0)+\frac1a\int_0^a(a-s)\rho(s)\,ds=D(0)+0-D(0)=0,
\]

where the middle term vanishes because the cell is neutral. The average is zero for every neutral periodic chain, polar or not.

Replace each point ion by a Gaussian of standard deviation 0.05 nm. At \(u=+0.01\) nm, numerical integration for 200 cuts gives cell dipoles from \(-88.0\) to \(+93.6\) µC/cm². Even a fixed cut can give a wrong change: with the cut at \(x_0=0\), through a cation, the cell dipole changes by \(-21.7\) µC/cm² as \(u\) goes from \(-0.01\) to \(+0.01\) nm. The clouds move rigidly, so the true change is still \(+10.01\). The proof below accounts for the difference.

## The correct statement

Consider a chain of independent electrons that stays insulating while its structure changes slowly, at zero macroscopic field and with fixed \(a\) and \(A\).

1. The change of polarisation along the path is the charge that flows through the interior, averaged over the planes of one cell, per area.
2. The polarisation of a single structure is defined modulo a quantum. Moving one charge \(e\) per cell by one period changes \(p\) by 1, so the quantum is \(e/A\) in general. It is \(2e/A\) here, because electrons come in spin pairs and the core charges are even.

## Proof: flow and cell dipole

Let \(Q(x)\) be the charge, in units of \(e\), that has crossed the plane \(x\) to the right. The charge gained between \(x\) and \(x+dx\) is \(Q(x)-Q(x+dx)\), hence \(dQ/dx=-\Delta\rho\). Define

\[
\Delta p=\frac1a\int_{x_0}^{x_0+a}Q(x)\,dx .
\]

This is what the wire measures: the charge that has flowed through the interior collects at the crystal surfaces, and the electrodes must supply the opposite charge to keep the field zero. Integrating by parts, with \(Q(x_0+a)=Q(x_0)\),

\[
\Delta D(x_0)=-\frac1a\int_{x_0}^{x_0+a}x\frac{dQ}{dx}dx
=-\frac1a\Big[xQ\Big]_{x_0}^{x_0+a}+\frac1a\int_{x_0}^{x_0+a} Q\,dx
=\Delta p-Q(x_0).
\]

The cell dipole misses the charge that crosses the cell's own boundary. In the Gaussian chain, the flow through \(x_0=0\) is 31.75 µC/cm², and \(10.01-31.75\approx-21.7\) µC/cm², as found. A fixed cut gives the right change if no net charge crosses it.

The densities at the two ends of the path fix \(dQ/dx\), but leave a constant in \(Q\) open. This constant can be real charge. Slide the Gaussian cations by a full period \(a\): the density returns to itself, while the flow through any plane is

\[
Q(x)=Z\int_{u}^{u+a}\sum_n g(x-na-u')\,du'=Z\int_{-\infty}^{\infty}g(y)\,dy=Z,
\]

where \(g\) is the normalised cloud and the sum joins the pieces of the integral into one line. Two units of charge per chain have passed, yet the crystal is unchanged. The end structures alone can therefore fix \(\Delta p\) at best modulo 2. The densities alone need not fix it even that far: in the shared-electron model below, the cation site holds 1.67\(e\) at both \(u=\pm0.01\) nm, and carrying that charge along accounts for only 0.084 of the true \(\Delta p=0.223\). The statement modulo 2 comes from the wavefunctions, as the next section shows.

## Proof: packets of charge

Suppose the density is a sum of identical, localised, neutral packets \(c(x-na)\), each with dipole \(d=\int x\,c\,dx\). If each packet keeps its charge as it changes, its own flow is \(Q_c(x)=-\int_{-\infty}^x\Delta c\,dx'\), which vanishes far away on both sides. Integration by parts gives

\[
\int_{-\infty}^{\infty}Q_c\,dx=\int_{-\infty}^{\infty}x\,\Delta c\,dx=\Delta d .
\]

Summing over packets and averaging over one cell yields \(\Delta p=\Delta d/a\). So \(p=d/a\) is a valid polarisation, provided that the packets are followed continuously.

Shared electrons can also be sorted into packets. Give the cation site energy \(+\delta\) and the anion site \(-\delta\). Let \(t_1\) be the hopping between the cation and anion of cell \(n\), and \(t_2\) that between this cation and the anion of cell \(n-1\). With amplitudes \(c_Ae^{ikna}\) and \(c_Be^{ikna}\) on cation and anion, the lower band, of energy \(-E\), obeys

\[
\delta c_A+f c_B=-E c_A,\qquad f^*c_A-\delta c_B=-Ec_B,\qquad f=t_1+t_2e^{-ika}.
\]

The two equations are compatible if \(E=\sqrt{\delta^2+|f|^2}\). The first gives \(c_A=-fc_B/(E+\delta)\). Because \(|f|^2=(E-\delta)(E+\delta)\), normalisation reads \(|c_B|^2\,2E/(E+\delta)=1\), so

\[
c_B=\sqrt{\frac{E+\delta}{2E}},\qquad c_A=\frac{-f}{\sqrt{2E(E+\delta)}} .
\]

These are smooth and periodic in \(k\), so their Fourier coefficients

\[
w_j(n)=\frac{a}{2\pi}\int_0^{2\pi/a}e^{ikna}c_j(k)\,dk
\]

fall off rapidly with \(|n|\). Copies of \(w\) shifted by \(l\) cells have overlap \((a/2\pi)\int e^{ikla}dk\), which is 1 for \(l=0\) and 0 otherwise. One copy per cell is an orthonormal basis of the filled band, and the copies together carry its whole density. They are Wannier functions. With centre \(x_w\), two electrons per packet and a cation core of charge \(+2e\) (the anion core is neutral without its pair),

\[
p=\frac{2u-2x_w}{a}.
\]

The phase of the Bloch states is free: \(c_j\to e^{-i\theta(k)}c_j\). To see its effect, write \(na\,e^{ikna}=-i\,\partial_ke^{ikna}\), integrate by parts, and use Parseval's theorem:

\[
\sum_{n,j}na\,|w_j(n)|^2=\frac{a}{2\pi}\int_0^{2\pi/a}\sum_jc_j^*\,i\partial_kc_j\,dk .
\]

The new phase adds \((a/2\pi)\int\theta'(k)\,dk\). The states must stay periodic, so \(\theta\) grows by \(2\pi m\) across the zone and \(x_w\) moves by \(ma\). The total weights on the two kinds of site do not change. Hence \(p\) shifts by \(-2m\): it is defined modulo 2.

In a finite chain, I take the orbitals near the ends to be localised too. In a long chain, an end orbital lies on one side of a plane in the middle apart from a negligible tail, and on the same side before and after the change, so its contribution to the flow there is negligible. This fixes the constant in \(Q\). If the gap closes, the argument fails, since the filled states can no longer be followed as a separate set. The ends matter as well: a level bound to an end can cross the gap while the interior stays insulating, and the ground states of the finite chain before and after the change then differ from the interior flow by a quantum.

## Numbers with shared electrons

Take \(\delta=1.5\) eV and a hopping of 1.3 eV at \(u=0\), which varies as \(e^{-\Delta\ell/0.06\,\text{nm}}\) with the bond-length change \(\Delta\ell\). At \(u=+0.01\) nm the short bond has 1.536 eV and the long one 1.100 eV. Summing over 160 wavevectors gives \(x_w=0.1876\) nm. Thus

\[
p=\frac{0.0200-0.3752}{0.4}=-0.888,\qquad P=-88.95\ \mu\text{C/cm}^2 .
\]

At \(u=-0.01\) nm, \(P=-111.33\) µC/cm². The change is 22.38 µC/cm², so the spontaneous polarisation, measured from the symmetric structure, is 11.19 µC/cm². The displacement is imposed here: the model has no repulsion between ions and no energy minimum at \(u=\pm0.01\) nm, so "spontaneous" means only the value at the assumed displacement.

Diagonalising an open chain of 70 cells gives the same flow through its middle, 22.38 µC/cm², without using Bloch states or assuming localised end orbitals. The dipole gained per added cell at \(u=+0.01\) nm is \(-88.95\) µC/cm² if the chain starts with a cation and \(+111.33\) if it starts with an anion. The surface selects the member of the set; the two members differ by one quantum.

The change is more than twice that of rigid ions, although sharing reduces the cation's static charge at \(u=0\) to 1.69\(e\). As the cation moves right by 0.01 nm, the electron pair moves left by 0.0124 nm, towards the shortened bond, and negative charge moving left adds to the polarisation. The dynamical charge \(a\,dp/du\) at \(u=0\) is 4.54.

## Beside a real ferroelectric

The cell size, displacement and gap (\(2\delta=3.0\) eV at \(u=0\), 3.1 eV at \(u=\pm0.01\) nm) are round values in the rough regime of barium titanate, whose spontaneous polarisation is roughly 25 µC/cm² at room temperature. The model's 11 µC/cm² is lower, but it keeps one ion pair where the real cell has five ions, so it is no prediction for that material. Real crystals also strain. For the rigid ions at \(u=+0.01\) nm, a 1% larger area at fixed \(p\) shifts the two cell values by \(+0.94\) and \(-1.04\) µC/cm², because the quantum itself changes; the charge per chain, \(pe=PA\), should then be compared. A field of 0.1 MV/cm with an assumed relative permittivity of 100 adds 0.88 µC/cm². Zero field requires good electrodes. Suppose the end surfaces carry no net charge in the symmetric structure. Neither bare termination of this chain does so: at \(u=0\), \(p=\mp1\), so each end carries 100.14 µC/cm², which other surface charge must first cancel. Without any compensating charge, the spontaneous polarisation, if it stayed unchanged, would then create an opposing field \(P/\varepsilon_0\) of 126 MV/cm. A linear dielectric response with the same relative permittivity of 100 would lower this to about 1.3 MV/cm, still well above the 0.1 MV/cm considered here.

In a calculation, the branch is settled by following \(P\) along the chosen path, through intermediate structures that all stay insulating, in steps small enough that each change is far below the quantum.
